# Phonon Scattering by Independent Mass Impurities in a Debye Crystal

## 1. The missing resistance

Replace an alloy by a crystal in which every atom has the mean mass, with harmonic springs. Its plane waves are normal modes, a phonon placed in one of them stays there, and the heat conductivity is infinite. The mean crystal can give a sensible sound speed, but it omits the resistance caused by mixing the atoms. Counting impurities is not a sufficient repair either: a crystal made almost wholly of "impurities" is nearly pure again and must scatter weakly.

The quantity that sets the scattering is the variance of the mass from site to site. For angular frequency $\omega$ well below the Debye frequency, with one sound speed $v$ for all three acoustic branches, the energy relaxation rate is

$$\frac1\tau=\frac{V_0\,\Gamma\,\omega^4}{4\pi v^3},\qquad \Gamma=\frac{\langle d^2\rangle}{M^2}. \tag{1}$$

Here $V_0$ is the volume per atom, $M$ the mean mass, and $M+d_i$ the mass at site $i$. The energy of the wave decays as $e^{-t/\tau}$ and its amplitude as $e^{-t/2\tau}$.

## 2. Model and variance

There are $N$ atoms in a periodic volume $NV_0$. The $d_i$ are independent, with $\langle d_i\rangle=0$ and $\langle d_id_j\rangle=\langle d^2\rangle\delta_{ij}$. The force constants $\Phi_{ij}$ are those of the mean crystal.

For two species with masses $m_A$ and $m_B$, let $c$ be the fraction of $B$ and $\Delta M=m_B-m_A$. Then $M=m_A+c\,\Delta M$. A $B$ atom has $d=(1-c)\Delta M$ and an $A$ atom has $d=-c\,\Delta M$, so

$$\langle d^2\rangle=\left[c(1-c)^2+(1-c)c^2\right]\Delta M^2=c(1-c)\,\Delta M^2,$$

$$\Gamma=c(1-c)\left(\frac{\Delta M}{M}\right)^2. \tag{2}$$

For small $c$ this is proportional to $c$, and it vanishes at both pure ends. Deviations must be taken from the mean mass. A mass excess shared by all sites changes the sound speed and scatters nothing.

## 3. Impurities as oscillating forces

The equation of motion is

$$(M+d_i)\ddot{\mathbf u}_i=-\sum_j\Phi_{ij}\mathbf u_j .$$

Move the random part to the right:

$$M\ddot{\mathbf u}_i+\sum_j\Phi_{ij}\mathbf u_j=-d_i\ddot{\mathbf u}_i. \tag{3}$$

Each site thus applies a force to the mean crystal. Let the incident wave be $\mathbf u_i=A\,\mathbf e\,e^{i(\mathbf k\cdot\mathbf R_i-\omega t)}$, with real unit polarization vector $\mathbf e$. Since $\ddot{\mathbf u}_i=-\omega^2\mathbf u_i$, the force is

$$\mathbf f_i=d_i\,\omega^2\,\mathbf u_i .$$

A complex displacement stands for two real solutions, its real and imaginary parts, and its energy is the sum of theirs. The kinetic energy of the incident wave is $\tfrac12NM\omega^2|A|^2$ and the potential energy is equal to it. Hence

$$E_0=NM\omega^2|A|^2. \tag{4}$$

Now expand the scattered motion in modes $\lambda'=(\mathbf k',s')$ of the mean crystal:

$$\mathbf u_i=\frac1{\sqrt N}\sum_{\lambda'}\mathbf e'\,e^{i\mathbf k'\cdot\mathbf R_i}Q_{\lambda'} .$$

Projecting (3) on one mode gives an oscillator of mass $M$ and frequency $\omega'$:

$$\ddot Q+\omega'^2Q=\frac FMe^{-i\omega t},\qquad F=\frac{\omega^2A}{\sqrt N}(\mathbf e\cdot\mathbf e')\sum_id_i\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_i}. \tag{5}$$

Averaging $|F|^2$ involves $\langle d_id_j\rangle$. Independence removes the terms with $i\ne j$, and the remaining $N$ equal terms cancel the $1/N$:

$$\langle|F|^2\rangle=\omega^4|A|^2\langle d^2\rangle\,(\mathbf e\cdot\mathbf e')^2. \tag{6}$$

## 4. Power absorbed by one mode

Define $b=\dot Q-i\omega'Q$. Differentiating and using (5),

$$\dot b=-\omega'^2Q+\frac FMe^{-i\omega t}-i\omega'\dot Q=-i\omega'b+\frac FMe^{-i\omega t}.$$

With $b(0)=0$ the solution is

$$b(t)=\frac FM\,e^{-i\omega't}\int_0^te^{i(\omega'-\omega)t'}dt',$$

$$|b|^2=\frac{|F|^2}{M^2}\,\frac{\sin^2[(\omega'-\omega)t/2]}{[(\omega'-\omega)/2]^2}.$$

As a function of $\omega'$ the last fraction is a peak at $\omega$ with area $2\pi t$. When many modes lie under the peak it acts as $2\pi t\,\delta(\omega-\omega')$.

The partner $b_-=\dot Q+i\omega'Q$ rotates in the opposite sense, is not resonant, and stays bounded. Because $|b|^2+|b_-|^2=2(|\dot Q|^2+\omega'^2|Q|^2)$, the oscillator energy is

$$\tfrac12M\left(|\dot Q|^2+\omega'^2|Q|^2\right)=\tfrac14M\left(|b|^2+|b_-|^2\right).$$

Its growing part gives the absorbed power

$$P_{\lambda'}=\frac M4\,\frac{|F|^2}{M^2}\,2\pi\,\delta(\omega-\omega')=\frac{\pi}{2M}|F|^2\,\delta(\omega-\omega'). \tag{7}$$

The time must be long compared with $1/\omega$, so that the peak is narrow, and short compared with $\tau$, so that the incident amplitude is nearly constant. Such a window exists when $\omega\tau\gg1$.

Energy conservation makes the incident wave lose what the other modes gain. Dividing the total power by (4) and inserting (6) with $\langle d^2\rangle=M^2\Gamma$,

$$\frac1\tau=\frac{1}{NM\omega^2|A|^2}\sum_{\lambda'}\frac{\pi}{2M}\,\omega^4|A|^2M^2\Gamma(\mathbf e\cdot\mathbf e')^2\delta(\omega-\omega')$$

$$\phantom{\frac1\tau}=\frac\pi2\,\Gamma\omega^2\,\frac1N\sum_{\lambda'}(\mathbf e\cdot\mathbf e')^2\,\delta(\omega-\omega'). \tag{8}$$

Nothing here depends on the size of the amplitude. The Heisenberg equations of a harmonic crystal are the same linear equations, so (8) also holds for phonons.

## 5. Sum over final phonons

For each branch, $\sum_{\mathbf k'}\to NV_0\int d^3k'/(2\pi)^3$. With $\omega'=v_{s'}k'$ the radial part is

$$\int_0^\infty\frac{4\pi k'^2dk'}{8\pi^3}\,\delta(\omega-v_{s'}k')=\frac{\omega^2}{2\pi^2v_{s'}^3}.$$

Let $\mathbf n=\mathbf k'/k'$. For the longitudinal branch $\mathbf e'=\mathbf n$, and the directional average of $(\mathbf e\cdot\mathbf n)^2$ is $1/3$. The two transverse vectors complete an orthonormal set, so their squared overlaps add to $1-(\mathbf e\cdot\mathbf n)^2$. This averages to $2/3$, or $1/3$ per branch. Therefore

$$\frac1\tau=\frac\pi2\Gamma\omega^2\,V_0\,\frac{\omega^2}{2\pi^2}\,\frac13\left(\frac1{v_L^3}+\frac2{v_T^3}\right)=\frac{V_0\Gamma\omega^4}{12\pi}\left(\frac1{v_L^3}+\frac2{v_T^3}\right). \tag{9}$$

The incident polarization has dropped out. For equal speeds the bracket is $3/v^3$ and (9) becomes (1).

Two powers of $\omega$ come from (8): the squared force brings $\omega^4$ and the incident energy removes $\omega^2$. The other two count the final modes at the same frequency. In a crystal whose mode density is not Debye-like, (8) survives while the power four does not.

## 6. Why this is also the rate for heat flow

Write (8) as $1/\tau=\sum_{\lambda'}W_{\lambda\lambda'}$. For elastic scattering, the gain and loss of the phonon number $n_\lambda$ combine as

$$n_{\lambda'}(1+n_\lambda)-n_\lambda(1+n_{\lambda'})=n_{\lambda'}-n_\lambda,$$

so the stimulated terms cancel and

$$\dot n_\lambda=\sum_{\lambda'}W_{\lambda\lambda'}(n_{\lambda'}-n_\lambda).$$

In a temperature gradient the departure from equilibrium, $g_\lambda$, is odd in $\mathbf k$. The rate $W_{\lambda\lambda'}$ contains $(\mathbf e\cdot\mathbf e')^2$ and is even in $\mathbf k'$. Hence $\sum_{\lambda'}W_{\lambda\lambda'}g_{\lambda'}=0$: scattered phonons carry no average current, and $\dot g_\lambda=-g_\lambda/\tau$ with the full rate.

Impurities alone still do not give a finite conductivity in an infinite Debye crystal. The heat capacity per unit frequency goes as $\omega^2$ and $\tau$ as $\omega^{-4}$, so the conductivity integrand goes as $\omega^{-2}$ and diverges at low frequency. Another process must limit the longest waves.

Suppose that process has rate $B\omega^2$, a common model of anharmonic scattering, and write (1) as $A\omega^4$. If the rates add and $\hbar\omega\ll k_BT$, the three branches together give

$$\kappa=\frac13\int_0^{\omega_m}\frac{3k_B\omega^2}{2\pi^2v^3}\,\frac{v^2\,d\omega}{A\omega^4+B\omega^2}=\frac{k_B}{2\pi^2v}\int_0^{\omega_m}\frac{d\omega}{B+A\omega^2}$$

$$\phantom{\kappa}=\frac{k_B}{2\pi^2v\sqrt{AB}}\arctan\frac{\omega_m}{\omega_c},\qquad \omega_c=\sqrt{B/A}. \tag{10}$$

For an upper limit $\omega_m\gg\omega_c$ the arctangent tends to $\pi/2$ and $\kappa\to k_B/(4\pi v\sqrt{AB})$, which falls as $\Gamma^{-1/2}$. Since $\arctan1=\pi/4$, half of this limiting conductivity comes from frequencies below $\omega_c$, where the two rates are equal.

## 7. Repeated scattering: heavy and light atoms differ

The force in (5) used the incident displacement. The atom also responds to its own force. Let

$$G(\omega)=\frac1{3N}\sum_\lambda\frac1{\omega^2-\omega_\lambda^2+i0}$$

be the response of one displacement component at its own site. Equation (3) at frequency $\omega$, divided by $-M$, has the source $-(d_i/M)\omega^2\mathbf u_i$. To next order,

$$\mathbf u_i=\left(1-\frac{d_i}{M}\omega^2G\right)\mathbf u_i^{(0)} .$$

The squared force contains $d^2|1-d\omega^2G/M|^2\approx d^2-2d^3\omega^2\,\mathrm{Re}\,G/M$. Paths over different sites do not contribute at third order, because the average of three independent zero-mean deviations vanishes unless all three sites coincide. The rate is multiplied by

$$1-2\omega^2\,\mathrm{Re}\,G\,\frac{\langle d^3\rangle}{M\langle d^2\rangle},\qquad \frac{\langle d^3\rangle}{\langle d^2\rangle}=(1-2c)\Delta M. \tag{11}$$

The second relation follows from $\langle d^3\rangle=[c(1-c)^3-(1-c)c^3]\Delta M^3=c(1-c)(1-2c)\Delta M^3$.

In the Debye model the normalized mode density is $3\omega^2/\omega_D^3$, with $\omega_D=v(6\pi^2/V_0)^{1/3}$. At low frequency

$$\mathrm{Re}\,G\to-\int_0^{\omega_D}\frac{3\omega'^2}{\omega_D^3}\,\frac{d\omega'}{\omega'^2}=-\frac3{\omega_D^2},$$

and the factor becomes $1+6(\omega/\omega_D)^2(1-2c)\Delta M/M$. A heavy minority scatters more than (8) says and a light minority less. The comparison is with (8) because the lattice mode density also corrects (1) at order $\omega^2$, and for a light minority that increase can outweigh the decrease found here. For repeated scattering at one site the small parameter is $(d/M)(\omega/\omega_D)^2$, so the mass contrast itself need not be small if the frequency is low enough.

## 8. When occupation is not independent

If neighbouring masses are correlated, the terms with $i\ne j$ in $\langle|F|^2\rangle$ remain. They multiply (6) by

$$S(\mathbf q)=\sum_j\frac{\langle d_0d_j\rangle}{\langle d^2\rangle}\,e^{i\mathbf q\cdot(\mathbf R_j-\mathbf R_0)},\qquad \mathbf q=\mathbf k-\mathbf k',$$

with an average over the position of site 0. Take a simple cubic lattice of spacing $a$ filled with randomly chosen $2\times2\times2$ blocks of equal atoms. Then

$$S(\mathbf q)=\frac18\Big|\sum_{\mathbf r\in\text{block}}e^{i\mathbf q\cdot\mathbf r}\Big|^2=\prod_{\alpha=x,y,z}(1+\cos q_\alpha a),$$

which tends to 8 at long wavelength. At finite wavelength $S(\mathbf k-\mathbf k')$ is not even in $\mathbf k'$, so the argument of section 6 fails and the full rate is no longer exactly the rate for heat flow. These blocks favour small $\mathbf q$, and less current is lost than the full rate suggests. The two rates agree again where $S$ is constant. The limit 8 has a simple reading. Eight atoms moving together give 64 times the power of one, and there are one eighth as many independent scatterers. If ordering suppresses composition fluctuations so that $S(0)=0$, the $\omega^4$ term from mass disorder vanishes. Disorder in the bond stiffness, which this model leaves out, can still give one.

## 9. Numerical tests on a disordered lattice

Equation (3) was integrated in time on a simple cubic lattice of $48^3$ sites, with spacing, mean mass and spring constant equal to one, so that $v=1$. The displacement components are decoupled. One final branch then has overlap one, in place of three branches with average overlap $1/3$, and (8) becomes $\tfrac\pi2\Gamma\omega^2g(\omega)$, where $g$ is the mode density per site and component. The decay of a travelling wave was followed for 46 time units, less than a wave needs to circle the box.

For $c=0.5$ and $\Delta M/M=0.3$ the results were:

| $\omega$ | measured rate | from (8) |
|---|---|---|
| 0.765 | $(6.48\pm0.12)\times10^{-4}$ | $6.63\times10^{-4}$ |
| 1.111 | $(3.25\pm0.04)\times10^{-3}$ | $3.24\times10^{-3}$ |

The uncertainties are standard errors over five and three random crystals. With so few crystals they are themselves rough: the number of final modes under the peak suggests about 2 % for each mean, and terms beyond (8) shift the rate by a few per cent at this mass difference, so the close match at the higher frequency is partly chance. The lattice has 1.080 and 1.187 times the Debye mode density at these frequencies. With that factor divided out, the measured power of $\omega$ is 4.07, uncertain by about 0.1.

At the higher frequency and the same mass difference, the rate for a 20 % minority, averaged over heavy and light minorities, was 0.643 of the rate at 50 %, uncertain by about 3 %. The ratio of $c(1-c)$ is 0.640; proportionality to $c$ would give 0.4. The heavy minority scattered more: with rates averaged over three random crystals, their difference divided by their sum was 0.125, against 0.120 from (11). The spread of this number between crystals was not determined, so the test supports its sign and rough size, not its third digit. The $2\times2\times2$ blocks, at the lower frequency and with $\Delta M/M=0.1$, gave a measured rate 6.00 times the value calculated from (8) for independent sites. This is a mean over two random crystals, uncertain by about 5 %. Averaging $S$ over a sphere of final wave vectors gives 5.89, and over the lattice surface of equal frequency 5.91, below 8 because the wavelength is finite.

## 10. Example: silicon with ten per cent germanium

Take rough inputs $m_A=28$ u, $m_B=73$ u, $c=0.10$, $V_0=0.020\ \mathrm{nm^3}$ and $v=6.0$ km/s, at 1.0 THz and 300 K. The mean mass is $0.9\times28+0.1\times73=32.5$ u, so $\Delta M/M=45/32.5=1.385$ and

$$\Gamma=0.10\times0.90\times1.3846^2=0.1725 .$$

With $\omega=6.283\times10^{12}\ \mathrm{s^{-1}}$,

$$\frac1\tau=\frac{(2.0\times10^{-29}\,\mathrm{m^3})(0.1725)(6.283\times10^{12}\,\mathrm{s^{-1}})^4}{4\pi\,(6.0\times10^3\,\mathrm{m/s})^3}=1.98\times10^9\ \mathrm{s^{-1}}.$$

This is 1.98 per ns: a lifetime of 0.505 ns and a mean free path of 3.0 µm, about 500 wavelengths of 6 nm. Using the host mass and $c$ alone would give $0.10\times(45/28)^2=0.258$ for $\Gamma$, half as much again.

Silicon has two atoms per primitive cell, but they move together in long acoustic waves, so $V_0$ remains the volume per atom. Relative to the impurity rate at 1 THz, the corrections are:

- **Unequal speeds.** With $v_L=9.0$ and $v_T=5.4$ km/s, (9) gives 1.013 times the rate. This treats the crystal as isotropic; averaging $1/v^3$ over directions with the cubic elastic constants of silicon gives an effective speed near 5.9 km/s and a factor of about 1.06.
- **Branch bending.** A sine-shaped transverse branch ending at a rough 4.5 THz has 1.043 times the Debye mode density.
- **Repeated scattering.** With the Debye-model $\mathrm{Re}\,G$ and $\omega_D/2\pi=13.7$ THz, (11) adds 3.5 %. The low transverse branches of silicon increase the average of $1/\omega_\lambda^2$, so the real shift is larger.
- **Bond stiffness.** With Grüneisen number $\gamma$, frequencies scale as (volume)$^{-\gamma}$, so the stiffness, which goes as the squared frequency, scales as (length)$^{-6\gamma}$. A rough size misfit of 0.04 and $\gamma=1$ then change the local stiffness by about $6\times0.04=0.24$ in size. Four affected bonds are the share of two atoms, giving 0.48 and a relative rate $(0.48/1.385)^2=0.12$. This omits the angular average and the long-range strain field, so it is an estimate of size and not a strict bound. It also concerns the full rate only. For long waves the amplitude scattered by the mass is even in $\mathbf k'$ and that scattered by the bonds is odd, so their product cancels in the full rate but not in the loss of heat current. That product is of first order in the stiffness change, and the rate for heat flow can therefore shift by more than 0.12, up or down.

Separate scattering channels matter more. The order-of-magnitude formula $2\gamma^2k_BT\omega^2/(Mv^2\omega_D)$ for anharmonic scattering, taken here as an input with $\gamma=1$, gives about 2 per ns. It equals the impurity rate near 1 THz, which is $\omega_c/2\pi$ in (10) for these inputs. For the walls of a layer 1 µm thick, a simple estimate is $v/(1\ \text{µm})=6.0$ per ns. It overstates their effect on heat flowing along the layer, because waves nearly parallel to the walls seldom meet them, and more so if the walls reflect partly like mirrors. For fully diffuse walls the in-plane effective rate at 1 THz is nearer 3 per ns, which would raise the impurity share there to about 30 %. If the rates add, with this simple wall rate, impurities supply about 20 % of the total at 1 THz. At 2 THz their rate is 31.7 per ns, about 70 % of the total; at 0.5 THz it is 0.124 per ns, about 2 %.

The inputs are rough values for real silicon-germanium, where the strong reduction of heat conduction by alloying is well established. The speed used is close to that of pure silicon. The heavier mean mass alone lowers it by the factor $\sqrt{28/32.5}=0.93$, and since the rate goes as $v^{-3}$, this raises the impurity rate by about 25 %. In a thin device layer the assumption of an unbounded crystal can fail for long waves: at 1 THz the simple wall rate of the 1 µm layer would raise the sum from about 4 to about 10 per ns. Towards the top of the transverse branch the Debye mode density fails and the two atoms of a cell no longer move together. The sine-shaped branch above already has 1.2 times the Debye density at 2 THz and 1.6 times at 3 THz. Then (8) must replace (1), with the real modes and with the squared overlap averaged over the two atoms of the cell. For a mass contrast this large (8) is itself too low there: with the Debye-model $\mathrm{Re}\,G$, (11) adds about 14 % at 2 THz and 30 % at 3 THz. Clustering of germanium would raise the long-wave rate through $S$, by an amount that depends on the growth of the layer. Most of these values are in the numerical output below.

## Computed values

```
LATTICE TESTS (spacing = mean mass = spring constant = 1)
box edge 48 sites, time followed 46
mass difference / mean mass: 0.3
lattice/Debye mode density at omega 0.3: 1.0112
low frequency: omega 0.7654, runs 5
  measured rate 6.480e-04 +- 1.2e-05
  rule with lattice mode density 6.634e-04
  lattice/Debye mode density 1.080
high frequency: omega 1.1111, runs 3
  measured rate 3.251e-03 +- 3.6e-05
  rule with lattice mode density 3.239e-03
  lattice/Debye mode density 1.187
power of omega, mode density corrected: 4.07
rate at c=0.2 over rate at c=0.5: 0.643
  ratio of c(1-c): 0.640
heavy minority rate 2.354e-03, light 1.829e-03
  asymmetry 0.125, predicted 0.120
2x2x2 clusters (mass difference 0.1): gain 6.00
  predicted gain 5.89
EXAMPLE: silicon-germanium, rough round inputs
germanium fraction 0.10, masses 28, 73 u
volume per atom 0.020 nm^3, speed 6.0 km/s
frequency 1.0 THz, temperature 300 K
mean mass 32.50 u, mass contrast 1.3846
Gamma 0.1725
angular frequency 6.2832 rad/ps
wavelength 6.00 nm
Debye frequency 13.71 THz
impurity rate 1.981 1/ns
lifetime 0.505 ns
mean free path 3.03 um
impurity rate at 0.5 THz: 0.124 1/ns
impurity rate at 2.0 THz: 31.703 1/ns
NEGLECTED EFFECTS at the example frequency
speeds 9.0, 5.4 km/s: rate factor 1.013
branch top 4.5 THz: density factor 1.043
repeated scattering: relative change +0.035
misfit 0.04, Gruneisen number 1.0
  stiffness change, upper estimate: 0.120 of rate
anharmonic rate, rough: 1.95 1/ns
  equals impurity rate at 0.99 THz
boundary rate, 1 um layer: 6.00 1/ns
```
